# Hulthén potential for s waves: bound states, scattering and Coulomb limit, part 2

A particle of unit mass moves with $l=0$ in the Hulthén potential $V(r)=-Z\delta/(e^{\delta r}-1)$, $\delta>0$, with $Z>0$ unless stated otherwise. Hartree atomic units are used. With $\psi=u(r)/r$ and $E=k^2/2$,

$$u''+\left[k^2-2V(r)\right]u=0. \tag{1}$$

$$V=-\frac Zr+\frac{Z\delta}2-\frac{Z\delta^2r}{12}+O(\delta^4r^3). \tag{2}$$

The regular solution $\varphi$ has $\varphi(k,0)=0$, $\varphi'(k,0)=1$; the Jost solution $f$ has $fe^{-ikr}\to1$ as $r\to\infty$, sharpened to $fe^{-ikr}-1=O(e^{-\delta r})$ in the strip $-\delta/2<\operatorname{Im}k<0$. With $W[g,h]=gh'-g'h$, the Jost function is $F=W[f,\varphi]$. For real $k>0$, $\varphi\to|F|\sin(kr+\delta_0)/k$, where $\delta_0=-\arg F$ is the phase shift. With $\beta^2=2Z/\delta$,

$$F(k)=\frac{\Gamma(1+2s)}{\Gamma(1+s+\gamma)\,\Gamma(1+s-\gamma)},\qquad s=-\frac{ik}\delta,\quad\gamma^2=s^2+\frac{2Z}\delta. \tag{8}$$

$$\kappa_n=\frac{\delta\beta^2}{2n}-\frac{n\delta}2=\frac Zn-\frac{n\delta}2. \tag{9}$$

$$F(k)=\prod_{n\ge1}\frac{k-i\kappa_n}{k+in\delta/2}, \tag{10}$$

Zeros with $\kappa_n>0$ are bound states, $N=\lceil\beta\rceil-1$ in number; those with $\kappa_n<0$ are virtual states.

$$E_n=-\frac12\left(\frac Zn-\frac{n\delta}2\right)^2\quad\text{for }n<\beta=\sqrt{2Z/\delta}\text{ only}, \tag{11}$$

$$E_n=-\frac{Z^2}{2n^2}+\frac{Z\delta}2-\frac{n^2\delta^2}8. \tag{12}$$

The ground state is $u_1=A\left(e^{-\kappa r}-e^{-(\kappa+\delta)r}\right)$, $\kappa=Z-\delta/2$, with

$$A^2=\frac{2\kappa(\kappa+\delta)(2\kappa+\delta)}{\delta^2}. \tag{14}$$

For real $k>0$, with $q=k/\delta$ and $p^2=q^2-\beta^2$,

$$|F|^2=\frac{q\,(\cosh2\pi q-\cosh2\pi p)}{\pi\beta^2\sinh2\pi q}, \tag{15}$$

where for $q<\beta$ the term $\cosh2\pi p$ means $\cos2\pi\sqrt{\beta^2-q^2}$.

$$F(0)=\frac1{\Gamma(1+\beta)\Gamma(1-\beta)}=\frac{\sin\pi\beta}{\pi\beta}, \tag{16}$$

$$\delta_0(k)=\sum_{n\ge1}\left[\arg\!\left(\tfrac{n\delta}2-ik\right)-\arg(-\kappa_n-ik)\right], \tag{17}$$

with every argument in $(-\pi,0)$. For non-integer $\beta$, $\delta_0=N\pi-ka+O(k^3)$ defines the scattering length

$$a=\sum_{n\ge1}\left(\frac1{\kappa_n}+\frac2{n\delta}\right). \tag{18}$$

Below, $\psi(1+i\eta)$ denotes the digamma function, and "the program" is the accompanying numerical check.

## (g) The Coulomb limit

Let $\delta\to0$ at fixed $k>0$, and set $\eta=-Z/k$. Does $F$ have a limit? Find its behavior through first order in $\delta$, relate it to the pure Coulomb problem, and state where the limit fails.

### Solution

Put $z=2s=-2ik/\delta$, which is large, and choose $\gamma=s\sqrt{1+\beta^2/s^2}$, where $\beta^2/s^2=-2Z\delta/k^2$ is small. With $\varepsilon=\gamma-s$, (8) reads $F=\Gamma(1+z)/[\Gamma(1+z+\varepsilon)\Gamma(1-\varepsilon)]$. Expanding the root, $\varepsilon=\beta^2/(2s)-\beta^4/(8s^3)+\dots$. Here $\beta^2/(2s)=(2Z/\delta)/(-2ik/\delta)=iZ/k=-i\eta$, and $\beta^4/(8s^3)=(\beta^2/2s)^2/(2s)=-\eta^2/z$, so

$$\varepsilon=-i\eta+\frac{\eta^2}z+O(z^{-2}).$$

Stirling's series, $\ln\Gamma(v)=(v-\tfrac12)\ln v-v+\tfrac12\ln2\pi+1/(12v)+O(v^{-3})$, holds away from the negative real axis. Put $v=z+\alpha$ and $\ln v=\ln z+\alpha/z-\alpha^2/2z^2+\dots$. The product $(z+\alpha-\tfrac12)(\alpha/z-\alpha^2/2z^2)$ equals $\alpha+[\alpha(\alpha-\tfrac12)-\alpha^2/2]/z+\dots$, and its $\alpha$ cancels against that of $-v$:

$$\ln\Gamma(z+\alpha)=(z+\alpha-\tfrac12)\ln z-z+\tfrac12\ln2\pi+\frac{\alpha(\alpha-1)/2+1/12}z+O(z^{-2}).$$

Subtracting the case $\alpha=1+\varepsilon$ from $\alpha=1$ gives $-\varepsilon\ln z-\varepsilon(1+\varepsilon)/(2z)$. The remaining factor has $1-\varepsilon=1+i\eta-\eta^2/z$, so $-\ln\Gamma(1-\varepsilon)=-\ln\Gamma(1+i\eta)+\eta^2\psi(1+i\eta)/z$. Collecting terms,

$$\ln F=i\eta\ln z-\ln\Gamma(1+i\eta)+\frac1z\left[-\eta^2\ln z+\frac{i\eta(1-i\eta)}2+\eta^2\psi(1+i\eta)\right]+O(\delta^2\ln\delta). \tag{20}$$

Since $z=(2k/\delta)e^{-i\pi/2}$, $\ln z=L-i\pi/2$ with $L=\ln(2k/\delta)$, and $i\eta\ln z=i\eta L+\pi\eta/2$. At leading order

$$F(k)\left(\frac{2k}\delta\right)^{-i\eta}\longrightarrow F_C(k)=\frac{e^{\pi\eta/2}}{\Gamma(1+i\eta)}. \tag{21}$$

$F$ itself has no limit, because the factor $e^{i\eta L}$ keeps rotating as $\delta\to0$. The modulus converges. The reflection formula at $z=i\eta$ gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$, so

$$|F|^{-2}\to e^{-\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}, \tag{22}$$

the Sommerfeld factor, larger than $1$ for attraction ($\eta<0$). For the phase, $1/z=i\delta/2k$, so the imaginary part of the first-order term is $\delta/2k$ times the real part of the bracket, which is $-\eta^2L+\eta^2/2+\eta^2\operatorname{Re}\psi(1+i\eta)$. With $\sigma_0=\arg\Gamma(1+i\eta)$,

$$\delta_0+\eta L=\sigma_0+\frac{\eta^2\delta}{2k}\left[L-\frac12-\operatorname{Re}\psi(1+i\eta)\right]+O(\delta^2\ln\delta). \tag{23}$$

The logarithm in the correction matches the constant in (2). Inside the screening radius $k^2-2V$ contains $k^2-Z\delta$ in place of $k^2$, which changes $\eta$ by $\eta Z\delta/(2k^2)=-\eta^2\delta/(2k)$, and this changes the leading phase $-\eta L$ by $+\eta^2\delta L/(2k)$, the logarithmic term of (23).

The approach of the modulus is seen from (15). Dividing numerator and denominator by $e^{2\pi q}/2$, dropping terms of order $e^{-2\pi(q+p)}$, and using $\pi\beta^2/q=2\pi Z/k$, one finds for $Z>0$ and $q>\beta$

$$|F|^{-2}\simeq\frac{2\pi Z/k}{1-e^{-2\pi(q-p)}},\qquad q-p=\frac{\beta^2}{q+p}=\frac{2|\eta|}{1+\sqrt{1-2Z\delta/k^2}}. \tag{24}$$

For $Z>0$, $q-p$ exceeds $|\eta|$, so the limit (22) is approached from below, with an error linear in $\delta$ and free of logarithms.

To connect (21) with the Coulomb problem, set $\delta=0$ in (1) and $\rho=kr$: $u_{\rho\rho}+(1-2\eta/\rho)u=0$. Try $u=e^{i\chi}g$ with $\chi=\rho-\eta\ln2\rho$, so $\chi'=1-\eta/\rho$ and $\chi''=\eta/\rho^2$. The coefficient of $g$ is $i\chi''-\chi'^2+1-2\eta/\rho=(i\eta-\eta^2)/\rho^2$, and

$$g''+2i(1-\eta/\rho)g'+(i\eta-\eta^2)g/\rho^2=0 .$$

With $g=\sum_jg_j\rho^{-j}$, the power $\rho^{-j-1}$ gives $2ij\,g_j=[j(j-1)+i\eta(2j-1)-\eta^2]g_{j-1}=(j+i\eta)(j-1+i\eta)g_{j-1}$. Since $|g_j/g_{j-1}|$ grows as $j/2$, the series diverges for every $\rho$ and is asymptotic only: cut after a fixed number of terms, it solves the equation up to a remainder that falls as a higher power of $1/\rho$. It describes an outgoing Coulomb solution $f_C\to e^{i(kr-\eta\ln2kr)}$, and no solution tends to $e^{ikr}$.

Now follow the Hulthén solution $f$ inward. Where $kr$, $kr/|\eta|$ and $kr/\eta^2$ are all large, $f\simeq e^{i\chi_H}$ with $\chi_H'=\sqrt{k^2-2V}\simeq k-V/k$; the neglected terms integrate to relative size $|\eta|/kr$ and $\eta^2/kr$. Because $\int_r^\infty V\,dr'=Z\ln(1-e^{-\delta r})$,

$$\chi_H=kr+\frac1k\int_r^\infty V\,dr'=kr-\eta\ln(1-e^{-\delta r}).$$

Since $-\eta\ln(1-e^{-\delta r})=-\eta\ln\delta r+\eta\delta r/2+\dots$, for $\delta r\ll1$ and $|\eta|\delta r\ll1$ this is $kr-\eta\ln\delta r=kr-\eta\ln2kr+\eta L$. For small $\delta$ there is a window of $r$ satisfying all these conditions, and in it $f\simeq(2k/\delta)^{i\eta}f_C$, while $\varphi$ tends to the Coulomb regular solution $\varphi_C$ at fixed $r$. Taking the Wronskian in the window, $F\simeq(2k/\delta)^{i\eta}W[f_C,\varphi_C]$. Comparison with (21) identifies $F_C=W[f_C,\varphi_C]$, so $\varphi_C\to|F_C|\sin(kr-\eta\ln2kr+\sigma_0)/k$. The divergent phase $-\eta L$ is the Coulomb phase $-\eta\ln2kr$ frozen at $r=1/\delta$. The program tests this identification by integrating the pure Coulomb equation, matching to the series for $g$, and asserting agreement with $e^{\pi\eta/2}/\Gamma(1+i\eta)$ to a relative $10^{-7}$ at two values of $k$.

Equation (20) continues to the upper half-plane, where $|\arg z|<\pi/2$. At $k=i\kappa$, $i\eta=-Z/\kappa$, and $1/\Gamma(1-Z/\kappa)$ vanishes at $\kappa=Z/n$, the limit of (9). On the negative imaginary $k$ axis $z$ is negative and Stirling's series fails. There the poles of (10) have spacing $\delta/2$ and crowd together with the virtual zeros onto the line along which $\ln z$ in (20) has its cut.

The expansion needs $\delta\ll k$ and $\delta\ll k^2/Z$. For the phase to lie close to its limit, the correction in (23), of size $\eta^2\delta/k$ times a logarithm, must also be small, which requires $\delta\ll k^3/Z^2$, with a margin for the logarithm. The window above asks for more when $|\eta|>1$: it needs $\eta^2/k\ll r\ll1/(|\eta|\delta)$, that is $\delta\ll k^4/Z^3$. The extra phase $\eta\delta r/2$ enters both $f$ and $\varphi$ and drops out of their Wronskian, so $F$ can be close to its limit while $f$ still differs from $(2k/\delta)^{i\eta}f_C$. The limit is therefore not uniform near $k=0$. At fixed $\delta$ with non-integer $\beta$, $|F|^{-2}$ tends to the finite value $(\pi\beta/\sin\pi\beta)^2$ as $k\to0$, whereas (22) diverges as $2\pi Z/k$; the two limits do not commute. The modulus alone is more tolerant than the expansion: for $q<\beta$ the cosine in (15) is bounded, so $|F|^{-2}=2\pi Z/k$ up to a relative correction of order $e^{-2\pi q}$ once $q$ exceeds about one.

## (h) Numbers for a model case

Take the model parameters $Z=1$, $\delta=0.13$ bohr$^{-1}$. Find the levels, the first virtual state, the low-energy scattering data and the phase shift. Then, at $k=1$ bohr$^{-1}$, follow the approach to the Coulomb limit.

### Solution

Here $\beta^2=2/0.13=15.384615$ and $\beta=3.922323$, so $N=4-1=3$. The thresholds $2Z/n^2$ are $2.0000$, $0.5000$, $0.2222$ and $0.1250$ bohr$^{-1}$, and $\delta$ lies between the third and the fourth. From (9), $\kappa_1=1-0.065=0.935$, $\kappa_2=0.5-0.13=0.37$ and $\kappa_3=1/3-0.195=0.138333$ bohr$^{-1}$.

| $n$ | $E_n$ (Eh) | $E_n$ (eV) | Coulomb (Eh) | linear shift (Eh) |
|---|---|---|---|---|
| 1 | $-0.4371125$ | $-11.894$ | $-0.5000000$ | $-0.0021125$ |
| 2 | $-0.0684500$ | $-1.863$ | $-0.1250000$ | $-0.0084500$ |
| 3 | $-0.0095681$ | $-0.260$ | $-0.0555556$ | $-0.0190125$ |

For $n=3$, (12) reads $-0.0555556+0.0650000-0.0190125=-0.0095681$ Eh, the last term being $-0.13^2\times13.5/12$ with $\langle r\rangle=13.5$ bohr. The constant alone would lift this level above zero, and the linear term brings it back. The finite-difference diagonalization finds exactly three negative eigenvalues, asserted to agree with (11) within $10^{-7}$ Eh. For the ground state, (14) gives $A^2=1.87\times1.065\times2.00/0.0169=235.69$, so $A=15.352$ bohr$^{-1/2}$.

For $n=4$, $\kappa_4=0.25-0.26=-0.010$ bohr$^{-1}$. The expression in (11) would give $-5.0\times10^{-5}$ Eh, which is not a level. The zero lies inside the strip above the first pole at $\operatorname{Im}k=-0.065$ bohr$^{-1}$, where direct integration still defines $F$, and the integrated equation locates it at $-0.010000$ bohr$^{-1}$.

From (16), $\sin\pi\beta=-\sin(\pi\times0.077677)=-0.24161$ and $\pi\beta=12.3223$, so $F(0)=-0.019608$, negative as $(-1)^3$ requires and small because $\beta$ is near $4$. The scattering length is $a=-67.23$ bohr. The term $1/\kappa_4$ in (18) contributes $-100$ bohr and all other terms together $+32.77$ bohr, so the near-threshold estimate $a\simeq1/\kappa_4$ has the right sign and is too large in magnitude by about half of the true value.

| $k$ (bohr$^{-1}$) | $\delta_0$ (rad) | $\lvert F\rvert^{-2}$ |
|---|---|---|
| 0.001 | 9.491680 | 2575.7 |
| 0.05 | 9.290990 | 144.73 |
| 0.3 | 5.946351 | 20.944 |
| 1.0 | 3.192984 | 6.2905 |
| 5.0 | 0.983152 | 1.7543 |

The phase starts from $3\pi=9.424778$ rad and first rises, because $a<0$. At $k=0.001$, $N\pi-ka=9.424778+0.067232=9.492010$ rad, which exceeds the exact value by $0.00033$ rad. This is the cubic term of the $n=4$ contribution $\arctan(k/|\kappa_4|)$ in (17), namely $-(0.1)^3/3$. The same zero controls the modulus: by (10) it multiplies $|F|^2$ by $1+k^2/\kappa_4^2=1.01$, and $F(0)^{-2}/1.01=2601.0/1.01=2575.2$, within $0.02\%$ of the exact $2575.7$. At $k=0.3$, $q=0.3/0.13$ is below $\beta$, yet $|F|^{-2}=20.944$ already equals $2\pi Z/k=2\pi/0.3$ to the digits shown, as the last remark of part (g) predicts. At $k=5$ the phase is still near one radian, in line with the slow decay $(Z/k)\ln(2k/\delta)$.

At $k=1$, $\eta=-1$. The Sommerfeld factor is $2\pi/(1-e^{-2\pi})=6.294941$ and $\sigma_0=0.301640$ rad; the integrated Coulomb equation returns both values. The last column below is (23) without its remainder.

| $\delta$ (bohr$^{-1}$) | $\lvert F\rvert^{-2}$ | $\delta_0$ (rad) | $\delta_0+\eta L$ | first order |
|---|---|---|---|---|
| 0.13 | 6.290512 | 3.192984 | 0.459616 | 0.440657 |
| 0.02 | 6.294209 | 4.947688 | 0.342518 | 0.341746 |
| 0.001 | 6.294904 | 7.906049 | 0.305147 | 0.305143 |
| 0.0001 | 6.294937 | 10.205593 | 0.302106 | 0.302106 |

The modulus rises toward $6.294941$. For $\delta=0.02$, (24) gives $q-p=2/(1+\sqrt{0.96})=1.010205$, $e^{-2\pi\times1.010205}=0.0017515$ and $2\pi/(1-0.0017515)=6.294209$, which is also the value from direct integration. At $\delta=0.13$ the modulus is only $0.07\%$ below the Sommerfeld factor, because screening enters (24) through an exponential that is already small at $|\eta|=1$, while the subtracted phase $3.192984-\ln15.384615=0.459616$ rad is still $0.158$ rad above $\sigma_0$. The phase $\delta_0$ does not settle: between $\delta=10^{-3}$ and $10^{-4}$ it grows by $10.205593-7.906049=2.299544$ rad, which is $|\eta|\ln10=2.302585$ rad less the $0.003041$ rad by which the subtracted phase moves toward $\sigma_0$. The first-order formula misses the subtracted phase by $0.019$ rad at $\delta=0.13$, by $0.0008$ rad at $\delta=0.02$ and by a few $10^{-6}$ rad at $\delta=10^{-3}$. The program asserts that the complex remainder of (20) drops by more than a factor $40$ over the last decade of $\delta$, where a dominant first-order remainder would drop only by about $10$; this is consistent with the order $\delta^2\ln\delta$ derived in part (g).

## Computed values

```
Z = 1, delta = 0.13 1/bohr
beta^2 = 15.384615, beta = 3.922323, N = 3
n=1: kappa = 0.935000 1/bohr, E = -0.43711250 Eh = -11.89444 eV
   finite diff E = -0.43711250 Eh, Coulomb E = -0.50000000 Eh
   Z d/2 = 0.065000 Eh, <r> = 1.5000 bohr, linear shift = -0.00211250 Eh
n=2: kappa = 0.370000 1/bohr, E = -0.06845000 Eh = -1.86262 eV
   finite diff E = -0.06845000 Eh, Coulomb E = -0.12500000 Eh
   Z d/2 = 0.065000 Eh, <r> = 6.0000 bohr, linear shift = -0.00845000 Eh
n=3: kappa = 0.138333 1/bohr, E = -0.00956806 Eh = -0.26036 eV
   finite diff E = -0.00956806 Eh, Coulomb E = -0.05555556 Eh
   Z d/2 = 0.065000 Eh, <r> = 13.5000 bohr, linear shift = -0.01901250 Eh
ground state A = 15.352081 bohr^-1/2
thresholds 2Z/n^2, n=1..4: 2.0000 0.5000 0.2222 0.1250 1/bohr
virtual zero n=4: kappa = -0.010000, ODE -0.010000 1/bohr
   its formula energy (not a level) = -5.000e-05 Eh; first pole Im k = -0.0650 1/bohr
F(0) = -0.01960793, ODE -0.01960793
scattering length = -67.2321 bohr, ODE -67.2321 bohr
k = 0.001 1/bohr: delta0 = 9.491680 rad (ODE 9.491680), |F|^-2 = 2575.72730
k = 0.05 1/bohr: delta0 = 9.290990 rad (ODE 9.290990), |F|^-2 = 144.72616
k = 0.3 1/bohr: delta0 = 5.946351 rad (ODE 5.946351), |F|^-2 = 20.94396
k = 1.0 1/bohr: delta0 = 3.192984 rad (ODE 3.192984), |F|^-2 = 6.29051
k = 5.0 1/bohr: delta0 = 0.983152 rad (ODE 0.983152), |F|^-2 = 1.75429
N pi = 9.424778 rad
Coulomb limit at k = 1.0 1/bohr, eta = -1
Sommerfeld factor = 6.294941, ODE 6.294941
sigma0 = 0.301640 rad, ODE 0.301640 rad
ODE at delta = 0.02: delta0 = 4.947688 rad, |F|^-2 = 6.294209
delta = 0.13 1/bohr: |F|^-2 = 6.290512, delta0 = 3.192984 rad
   delta0 + eta ln(2k/delta) = 0.459616 rad, predicted 0.440657 rad
delta = 0.02 1/bohr: |F|^-2 = 6.294209, delta0 = 4.947688 rad
   delta0 + eta ln(2k/delta) = 0.342518 rad, predicted 0.341746 rad
delta = 0.001 1/bohr: |F|^-2 = 6.294904, delta0 = 7.906049 rad
   delta0 + eta ln(2k/delta) = 0.305147 rad, predicted 0.305143 rad
delta = 0.0001 1/bohr: |F|^-2 = 6.294937, delta0 = 10.205593 rad
   delta0 + eta ln(2k/delta) = 0.302106 rad, predicted 0.302106 rad
```
